# One Cyclotron Mass for the Four L Valleys of Germanium

## Problem

The conduction band of germanium has four equivalent minima at the L points, with axes along the four body diagonals of the cubic cell. Near each minimum the surfaces of constant energy are ellipsoids. As inputs for this exercise, take the mass to be $m_l=1.59$ along the axis and $m_t=0.0815$ across it, in free-electron masses $m_e$.

(a) Show that in a magnetic field along (001) the electrons of all four valleys have one common cyclotron mass, about $0.134\,m_e$.

(b) At what field does a 24 GHz microwave meet the resonance?

(c) Can the resonance be seen at 4 K with a collision time of roughly 50 ps? Can it be seen at room temperature, where the mobility is roughly 4000 cm²/Vs?

Treat the electrons as independent, ignore spin, and take the bands as parabolic.

## Hints

1. Write the energy of a valley with an inverse-mass tensor. Velocity and wavevector are then related linearly, but in general they are not parallel.
2. The magnetic force has no component along the field. Find a closed equation for the two velocity components perpendicular to it.
3. Compare the tensors of the four valleys. What differs between them, and how does it enter the frequency?
4. For (c), add a driving field and a friction term, and ask when the absorption has a maximum at nonzero magnetic field.

## Solution

### (a) The common mass

In atomic units the electron has charge $-1$ and mass 1, and $\hbar=1$. A free electron circles at angular frequency $B$, so the cyclotron mass $m_c$ is defined by $\omega_c=B/m_c$.

Measure $\mathbf k$ from the valley minimum, and let $\mathbf n$ be the unit vector along the valley axis. With $w_l=1/m_l$ and $w_t=1/m_t$,

$$E=\tfrac12\,\mathbf k\cdot W\mathbf k,\qquad W=w_t I+(w_l-w_t)\,\mathbf n\mathbf n^{T}.$$

This $W$ gives $w_l$ along $\mathbf n$ and $w_t$ across it, as required. The velocity is the gradient of the energy, $\mathbf v=W\mathbf k$.

The magnetic force is $\dot{\mathbf k}=-\mathbf v\times\mathbf B$. For $\mathbf B$ along $z$,

$$\dot k_x=-Bv_y,\qquad \dot k_y=Bv_x,\qquad \dot k_z=0.$$

Differentiate $\mathbf v=W\mathbf k$ and insert these rates. Since $\dot k_z=0$, only the $x,y$ block of $W$ enters:

$$\dot v_x=W_{xx}\dot k_x+W_{xy}\dot k_y=B(W_{xy}v_x-W_{xx}v_y),$$
$$\dot v_y=W_{xy}\dot k_x+W_{yy}\dot k_y=B(W_{yy}v_x-W_{xy}v_y).$$

In matrix form, with $\mathbf v_\perp=(v_x,v_y)$,

$$\dot{\mathbf v}_\perp=BK\mathbf v_\perp,\qquad K=\begin{pmatrix}W_{xy}&-W_{xx}\\ W_{yy}&-W_{xy}\end{pmatrix}.$$

Now square $K$. Both diagonal elements of $K^2$ are $W_{xy}^2-W_{xx}W_{yy}$. The off-diagonal elements cancel; the upper one, for example, is $-W_{xy}W_{xx}+W_{xx}W_{xy}=0$. Therefore

$$\ddot{\mathbf v}_\perp=B^2K^2\mathbf v_\perp=-B^2D\,\mathbf v_\perp,\qquad D=W_{xx}W_{yy}-W_{xy}^2.$$

This is harmonic motion at $\omega_c=B\sqrt D$, so $1/m_c^2=D$. Neither the energy nor $k_z$ appears, so every electron in a parabolic valley circles at the same rate.

The four valley axes are $\mathbf n=(\pm1,\pm1,1)/\sqrt3$; reversing $\mathbf n$ gives the same valley. Each squared component is $1/3$, so

$$W_{xx}=W_{yy}=w_t+\frac{w_l-w_t}{3}=\frac{2w_t+w_l}{3},\qquad W_{xy}=\pm\frac{w_l-w_t}{3}.$$

The valleys differ in the sign of $W_{xy}$, and $D$ contains its square. This is why the mass is common. Factoring the difference of squares,

$$D=\frac{(2w_t+w_l)^2-(w_l-w_t)^2}{9}=\frac{(3w_t)(w_t+2w_l)}{9}=\frac{w_t(w_t+2w_l)}{3}.$$

To return to masses, use $w_t+2w_l=(m_l+2m_t)/(m_tm_l)$. Then $D=(m_l+2m_t)/(3m_t^2m_l)$ and

$$m_c=m_t\sqrt{\frac{3m_l}{m_l+2m_t}}.$$

For $m_l=m_t$ this returns $m_t$, as it must for a sphere. For $m_l\gg m_t$ it tends to $\sqrt3\,m_t$: even an infinitely heavy longitudinal mass leaves a finite cyclotron mass, because the field is not perpendicular to the valley axis.

For germanium $w_t=12.2699$ and $w_l=0.6289$, in units of $1/m_e$, so

$$D=\frac{12.2699\,(12.2699+2\times0.6289)}{3}=55.33,\qquad m_c=\frac1{\sqrt{55.33}}=0.1344\,m_e.$$

In SI units this is $1.225\times10^{-31}$ kg. Integrating the equation of motion numerically for each of the four valleys gives the same mass, as the numerical output shows.

### (b) The resonance field

In SI units $\omega_c=eB/m_c$. Setting this equal to $2\pi f$ gives

$$B=\frac{2\pi f m_c}{e}=\frac{2\pi(24\times10^{9}\ \mathrm{s^{-1}})(1.225\times10^{-31}\ \mathrm{kg})}{1.602\times10^{-19}\ \mathrm C}=0.115\ \mathrm T.$$

The photon energy is $9.93\times10^{-5}$ eV, while $k_BT$ at 4 K is $3.45\times10^{-4}$ eV, about 3.5 times larger. Several quantum levels are therefore occupied. This does not shift the line, because the levels are equally spaced. To see this, take $k_z=0$ and let $\pi_x,\pi_y$ be the kinetic momenta, whose commutator has magnitude $B$ in atomic units. Completing the square gives

$$H=\tfrac12W_{xx}\Big(\pi_x+\frac{W_{xy}}{W_{xx}}\pi_y\Big)^2+\frac{D}{2W_{xx}}\,\pi_y^2 .$$

The bracket has the same commutator with $\pi_y$ as $\pi_x$ has. Dividing both operators by $\sqrt B$ makes them a conjugate pair, and $H$ becomes an oscillator of frequency $B\sqrt{W_{xx}\,(D/W_{xx})}=B\sqrt D$. The level spacing is thus $\hbar\omega_c$. A nonzero $k_z$ adds terms linear in $\pi_x$ and $\pi_y$, which move the centre of the oscillator and add a constant, but leave the spacing unchanged.

The magnetic length $\sqrt{\hbar/eB}$, which sets the scale of the smallest orbits, is 756 angstrom (75.6 nm). That is about 133 times a rough lattice constant of 5.7 angstrom, so a description by effective masses is reasonable here.

### (c) Collisions

Let a weak electric field $F e^{-i\omega t}$ act along $x$, and let collisions relax $\mathbf k$ with a single time $\tau$:

$$\dot{\mathbf k}=-\mathbf F-\mathbf v\times\mathbf B-\mathbf k/\tau.$$

In the steady state $k_z=0$. Multiplying by the $x,y$ block $W_\perp$ of $W$, and writing $s=1/\tau-i\omega$, we get

$$(s-BK)\mathbf v_\perp=-W_\perp\mathbf F.$$

Because $K^2=-D$, the product $(s-BK)(s+BK)$ equals $s^2+B^2D=s^2+\omega_c^2$. Hence

$$\mathbf v_\perp=-\frac{(s+BK)W_\perp\mathbf F}{s^2+\omega_c^2}.$$

The $xx$ element of $KW_\perp$ is $W_{xy}W_{xx}-W_{xx}W_{xy}=0$. The current per electron is $-v_x$, so its ratio to $F$ is

$$\sigma=\frac{W_{xx}\,s}{s^2+\omega_c^2}.$$

All four valleys have the same $W_{xx}$ and $\omega_c$, and they therefore absorb equally. With $\nu=\omega\tau$ and $c=\omega_c\tau$, the real part, which gives the absorbed power, is

$$\mathrm{Re}\,\sigma=W_{xx}\tau\,\frac{1+\nu^2+c^2}{(1+c^2-\nu^2)^2+4\nu^2}.$$

To find the maximum at fixed frequency, put $u=1+\nu^2+c^2$. The denominator is $(u-2\nu^2)^2+4\nu^2=u^2-4\nu^2u+4\nu^2(1+\nu^2)$, so the fraction equals

$$\frac{1}{u+4\nu^2(1+\nu^2)/u-4\nu^2}.$$

It is largest at $u=2\nu\sqrt{1+\nu^2}$, which means

$$c^2=2\nu\sqrt{1+\nu^2}-(1+\nu^2).$$

For this linearly polarized drive, a peak at nonzero field needs $c^2>0$, that is $4\nu^2>1+\nu^2$, or $\nu>1/\sqrt3\approx0.58$. A circularly polarized drive rotating with the electrons has no such threshold, because its absorption contains a term linear in $B$; for small $\nu$ its maximum is merely very shallow.

At 4 K, $\nu=2\pi(24\times10^9)(50\times10^{-12})=7.54$, and the resonance is visible, provided there are free electrons to absorb. Donors bind electrons by roughly 10 meV, about 30 times $k_BT$ at 4 K, so the carriers freeze out and must be generated, for example by light. Their density must stay well below about $10^{13}$ cm⁻³, where the plasma frequency reaches the microwave frequency (dielectric constant about 16). The margin needed is large: in a small spherical sample, depolarization lowers the peak field by about 0.6 % at $10^{11}$ cm⁻³ and 6 % at $10^{12}$ cm⁻³. The small shifts quoted below neglect this effect. The peak field lies only 0.004 % below the collision-free value. The full width at half maximum is 26.6 % of the resonance field, close to the estimate $2/\nu$ that holds for $\nu\gg1$.

At room temperature the collision time follows from the mobility. Setting $B=0$ and $\omega=0$ gives $\sigma=W_{xx}\tau$, so the conductivity mass is $1/W_{xx}=1/8.3896=0.1192\,m_e$. It differs from $m_c$ because it contains $W_{xx}$ alone instead of the determinant $D$. From $\mu=e\tau/(0.1192\,m_e)$, a mobility of 4000 cm²/Vs gives $\tau=0.271$ ps and $\nu=0.041$. This is far below 0.58, so at the same frequency and with the same masses a linearly polarized drive gives no peak at nonzero field. A circularly polarized drive gives a maximum near 0.89 of the resonance field, but it is only about 0.13 % above the zero-field absorption.

The low-temperature values describe a pure crystal in rough terms: 50 ps corresponds to a mobility of $7.4\times10^5$ cm²/Vs. The assumption that fails at room temperature and 24 GHz is that of nearly collision-free orbits. The effect is not a small correction to 0.134: without a clear peak there is no resonance field from which to read the mass. What matters is $\omega\tau$, not the temperature as such. With the same $\tau$ and masses, a linear drive passes the threshold at about 340 GHz (1.6 T), and at 1 THz ($\nu=1.7$, about 4.8 T) the model gives a peak about twice the zero-field absorption. A single $\tau$ for all directions is itself a simplification, and the linewidth above belongs to that model.

## Variation 1: other field directions

*Is the common mass a property of germanium or of the field direction?*

Keep $z$ along the field and put the valley axis in the $xz$ plane at angle $\theta$, so that $\mathbf n=(\sin\theta,0,\cos\theta)$. Then $W_{xy}=0$, $W_{yy}=w_t$ and $W_{xx}=w_t\cos^2\theta+w_l\sin^2\theta$. Hence

$$\frac1{m_c^2}=D=\frac{\cos^2\theta}{m_t^2}+\frac{\sin^2\theta}{m_tm_l}.$$

For (001), $\cos^2\theta=1/3$ in all four valleys, which gives the earlier result. For a field along (111), one valley has $\theta=0$ and mass $m_t=0.0815\,m_e$. The other three have $\cos^2\theta=1/9$, so

$$D=\frac{w_t(w_t+8w_l)}{9}=23.59,\qquad m_c=0.206\,m_e.$$

There are now two masses, so the single mass belongs to the field direction.

A small misalignment also matters. Tilt the field from (001) towards (110) by a small angle $\delta$. For the valleys $(1,1,1)$ and $(-1,-1,1)$,

$$\cos\theta=\frac{\cos\delta\pm\sqrt2\sin\delta}{\sqrt3},\qquad \cos^2\theta\approx\frac{1\pm2\sqrt2\,\delta}{3},$$

so their masses move in opposite directions at first order. The other two have $\cos\theta=\cos\delta/\sqrt3$ and change at second order. For $\delta=1°$ the masses are 0.1317, 0.1374 and, twice, 0.1345 $m_e$. The full spread is 4.25 % of the common mass. This is well inside the 26.6 % linewidth found at 4 K, so the tilt would not show as separate lines there. A much longer collision time would demand better alignment.

## Variation 2: a band that is not quite parabolic

*How does the mass change if the energy obeys $E(1+E/E_g)=\tfrac12\mathbf k\cdot W\mathbf k$?*

Take the gradient of both sides with respect to $\mathbf k$:

$$\Big(1+\frac{2E}{E_g}\Big)\mathbf v=W\mathbf k.$$

The magnetic force does no work, since $\dot E=\mathbf v\cdot\dot{\mathbf k}=-\mathbf v\cdot(\mathbf v\times\mathbf B)=0$. The bracket is therefore constant along an orbit, and the earlier derivation holds with $W$ divided by it. $D$ is then divided by its square, so

$$m_c(E)=m_c(0)\Big(1+\frac{2E}{E_g}\Big).$$

With a rough gap of 2 eV at the L point and the mean thermal energy $\tfrac32k_BT=5.17\times10^{-4}$ eV at 4 K, the relative increase is $2(5.17\times10^{-4})/2$, or about 0.05 %, for an electron at that energy. The absorption weights the energy as $E^{3/2}e^{-E/k_BT}$, whose mean is $\tfrac52k_BT$, so the line itself moves by about 0.09 %. In this model that is far smaller than the 4.25 % spread of masses from a one-degree tilt. The opposite first-order shifts from the tilt cancel in the unresolved line at 4 K, however, and for a drive perpendicular to the tilted field the peak moves down by only about 0.02 %. The nonparabolic correction grows in proportion to the electron energy, and the mass then differs from orbit to orbit.

## Table of computed values

```
longitudinal mass m_l: 1.59 m_e
transverse mass m_t: 0.0815 m_e
w_l = 1/m_l: 0.6289 1/m_e
w_t = 1/m_t: 12.2699 1/m_e
W_xx = W_yy: 8.3896 1/m_e
size of W_xy: 3.8803 1/m_e
D = W_xx W_yy - W_xy^2: 55.328 1/m_e^2
common mass, formula: 0.13444 m_e
common mass, converted: 1.2247e-31 kg
(001) field, valley (1, 1, 1), orbit: 0.13444 m_e
(001) field, valley (-1, 1, 1), orbit: 0.13444 m_e
(001) field, valley (1, -1, 1), orbit: 0.13444 m_e
(001) field, valley (-1, -1, 1), orbit: 0.13444 m_e
(111) field, valley (1, 1, 1), orbit: 0.08150 m_e
(111) field, valley (-1, 1, 1), orbit: 0.20590 m_e
(111) field, valley (1, -1, 1), orbit: 0.20590 m_e
(111) field, valley (-1, -1, 1), orbit: 0.20590 m_e
microwave frequency (chosen): 24.0 GHz
temperature (chosen): 4.0 K
collision time (rough): 50.0 ps
resonance field: 0.1153 T
photon energy: 9.926e-05 eV
thermal energy k_B T: 3.447e-04 eV
thermal / photon energy: 3.47
magnetic length: 756 angstrom = 75.6 nm
lattice constant (rough): 5.7 angstrom
magnetic length / lattice constant: 133
zero-field conductivity mass: 0.1192 m_e
mobility from collision time: 7.38e+05 cm2/Vs
omega*tau, cold: 7.54
collision shift of peak field: -0.0038 %
full linewidth / resonance field: 26.6 %
room-temperature mobility (rough): 4000 cm2/Vs
collision time at room temperature: 0.271 ps
omega*tau, room temperature: 0.0409
field tilt towards (110): 1.0 degree
tilted field, valley (1, 1, 1), orbit: 0.13166 m_e
tilted field, valley (-1, 1, 1), orbit: 0.13446 m_e
tilted field, valley (1, -1, 1), orbit: 0.13446 m_e
tilted field, valley (-1, -1, 1), orbit: 0.13737 m_e
full mass spread from tilt: 4.25 %
gap at L for nonparabolicity (rough): 2.0 eV
mean thermal energy 3 k_B T/2: 5.170e-04 eV
nonparabolic mass increase: 0.052 %
```
